# Chip yield with a gamma-distributed defect rate: verification in Python

```python
# Result under test: if the defect count N of a chip is Poisson with mean L,
# and L is gamma distributed with mean D and shape a, then the mean yield is
# P(N=0) = (1 + D/a)**(-a), which exceeds exp(-D) for D > 0 and finite a.
# D: mean killer defects per chip; a: gamma shape (relative variance of L = 1/a).
# The example is a contact-hole layer whose failure rate depends on dose.
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import gammaln
from scipy.stats import norm

# Grid in u = ln L, used for direct averages over the gamma law
step = 0.02
u = np.arange(-120.0, 8.0, step)
rate = np.exp(u)


def gamma_weights(D, a):
    """Normalized gamma weights, and the log of the unnormalized integral."""
    exponent = a * u - a * rate / D
    largest = exponent.max()  # removed before exp to prevent underflow
    w = np.exp(exponent - largest)
    total = w.sum()
    return w / total, largest + np.log(total * step)


def yield_by_quadrature(D, a):
    w, _ = gamma_weights(D, a)
    return np.sum(w * np.exp(-rate))


def yield_formula(D, a):
    return (1 + D / a) ** (-a)


def count_formula(n, D, a):
    return np.exp(gammaln(a + n) - gammaln(n + 1) - gammaln(a)
                  + n * np.log(D / a) - (a + n) * np.log1p(D / a))


# Gamma moments, mean yield, bounds, slope in a, and the full count law
n = np.arange(401)
for D, a in [(0.2, 0.5), (1.0, 1.0), (3.0, 0.4), (2.0, 6.0)]:
    w, log_total = gamma_weights(D, a)
    assert abs(log_total - (gammaln(a) + a * np.log(D / a))) < 1e-9
    mean_rate = np.sum(w * rate)
    assert abs(mean_rate - D) < 1e-9
    assert abs(np.sum(w * (rate - mean_rate) ** 2) - D**2 / a) < 1e-8
    y = yield_by_quadrature(D, a)
    assert abs(y - yield_formula(D, a)) < 1e-10
    assert 1 < y / np.exp(-D) < np.exp(D**2 / (2 * a))
    h = 1e-4
    slope = -(np.log(yield_by_quadrature(D, a + h))
              - np.log(yield_by_quadrature(D, a - h))) / (2 * h)
    x = D / a
    assert slope > 0
    assert abs(slope - (np.log1p(x) - x / (1 + x))) < 1e-6
    pmf = np.array([np.sum(w * np.exp(k * u - rate - gammaln(k + 1)))
                    for k in n])
    assert np.max(np.abs(pmf - count_formula(n, D, a))) < 1e-10
    assert abs(np.sum(n * pmf) - D) < 1e-8
    assert abs(np.sum((n - D) ** 2 * pmf) - (D + D**2 / a)) < 1e-7
    failed_mean = np.sum(n[1:] * pmf[1:]) / np.sum(pmf[1:])
    assert abs(failed_mean - D / (1 - y)) < 1e-8

# Large shape: the yield approaches the Poisson value from above
assert 0 < yield_by_quadrature(1.0, 1000.0) - np.exp(-1) < 3e-4

# Shared against independent hole variation, by explicit enumeration
p_values = np.array([0.02, 0.30])
holes_small = 8
independent = np.mean([np.prod(1 - np.array(pattern)) for pattern in
                       itertools.product(p_values, repeat=holes_small)])
shared = np.mean((1 - p_values) ** holes_small)
uniform = (1 - p_values.mean()) ** holes_small
assert abs(independent - uniform) < 1e-12
assert shared > uniform

# Example inputs: rough, round values for a contact-hole layer
holes = 1e10
pitch_nm = 40.0
diameter_nm = 20.0
wavelength_nm = 13.5
dose_mJ_cm2 = 40.0
absorbed_fraction = 0.2
p_nominal = 5e-11
dose_loss_per_decade = 0.05
dose_sd = 0.015

# Independent photon noise of one hole and of the chip average
photon_J = const.h * const.c / (wavelength_nm * 1e-9)
hole_area_m2 = np.pi * (diameter_nm * 1e-9 / 2) ** 2
absorbed = dose_mJ_cm2 * 10 * hole_area_m2 / photon_J * absorbed_fraction
shot_hole = 1 / np.sqrt(absorbed)
shot_chip = shot_hole / np.sqrt(holes)
assert shot_chip < 1e-3 * dose_sd

# Shared dose variation: direct average over a normal dose error
g = np.arange(-10.0, 10.0001, 0.01)
normal_weight = norm.pdf(g)
normal_weight /= normal_weight.sum()


def dose_average(values):
    return np.sum(normal_weight * values)


log_slope = np.log(10) / dose_loss_per_decade
sigma = log_slope * dose_sd
D0 = holes * p_nominal
dose_error = dose_sd * g
chip_rate = D0 * np.exp(-log_slope * dose_error)
D = dose_average(chip_rate)
relative_variance = dose_average((chip_rate / D - 1) ** 2)
a = 1 / relative_variance
assert abs(D - D0 * np.exp(sigma**2 / 2)) < 1e-10
assert abs(relative_variance - np.expm1(sigma**2)) < 1e-10

y_gamma = yield_by_quadrature(D, a)
y_dose = dose_average(np.exp(-chip_rate))
y_poisson = np.exp(-D)
y_no_spread = np.exp(-D0)
assert abs(y_gamma - yield_formula(D, a)) < 1e-10
assert y_poisson < y_dose < y_no_spread
assert abs(y_gamma - y_dose) < 0.25 * (y_gamma - y_poisson)
D_apparent = -np.log(y_gamma)
assert D_apparent < D

# Effect of a small spread at fixed nominal rate, on both sides of one defect
for nominal in [0.5, 2.0]:
    small = 0.02
    y_small = dose_average(np.exp(-nominal * np.exp(small * g)))
    coefficient = (y_small / np.exp(-nominal) - 1) / (small**2 / 2)
    assert abs(coefficient - nominal * (nominal - 1)) < 2e-3

# Neglected: curvature of the log rate, with the same slope at nominal dose
z0 = norm.isf(p_nominal)
tail_width = norm.pdf(z0) / (p_nominal * log_slope)
curved_rate = holes * norm.sf(z0 + dose_error / tail_width)
D_curved = dose_average(curved_rate)
y_curved = dose_average(np.exp(-curved_rate))
assert y_curved > np.exp(-D_curved)

# Neglected: equal missing-hole and merging-hole rates at nominal dose
two_sided_rate = D0 * np.cosh(log_slope * dose_error)
D_two = dose_average(two_sided_rate)
variance_two = dose_average((two_sided_rate / D_two - 1) ** 2)
y_two = dose_average(np.exp(-two_sided_rate))
assert abs(D_two - D) < 1e-10
assert y_poisson < y_two < y_dose

# Neglected: independent regions within a chip, tested by random sampling
regions = 4
y_regions = yield_formula(D, regions * a)
rng = np.random.default_rng(7)
samples = np.exp(-rng.gamma(a, D / (regions * a), (200000, regions)).sum(axis=1))
standard_error = samples.std() / np.sqrt(samples.size)
assert abs(samples.mean() - y_regions) < 5 * standard_error
assert y_poisson < y_regions < y_gamma

# Neglected: repair of one defect, and the finite number of holes
repair_gamma = count_formula(np.arange(2), D, a).sum()
repair_poisson = np.exp(-D) * (1 + D)
finite_holes = abs(np.expm1(holes * np.log1p(-p_nominal) + D0))
assert finite_holes < 1e-9

print("INPUTS (rough, round values)")
print(f"holes per chip: {holes:.1e}")
print(f"hole pitch: {pitch_nm:.0f} nm; diameter: {diameter_nm:.0f} nm")
print(f"array area: {holes * pitch_nm**2 * 1e-12:.1f} mm2")
print(f"wavelength: {wavelength_nm:.1f} nm; dose: {dose_mJ_cm2:.0f} mJ/cm2")
print(f"absorbed fraction: {absorbed_fraction:.2f}")
print(f"nominal failure probability per hole: {p_nominal:.1e}")
print(f"dose loss for tenfold failure rate: {100*dose_loss_per_decade:.1f} %")
print(f"chip-to-chip dose standard deviation: {100*dose_sd:.1f} %")
print("PHOTON NOISE")
print(f"photon energy: {photon_J / const.e:.2f} eV")
print(f"absorbed photons per hole: {absorbed:.0f}")
print(f"relative shot noise, one hole: {100*shot_hole:.2f} %")
print(f"relative shot noise, chip average: {100*shot_chip:.2e} %")
print("RATE SPREAD")
print(f"log-rate slope per unit relative dose: {log_slope:.2f}")
print(f"standard deviation of log rate sigma: {sigma:.4f}")
print(f"nominal defects per chip D0: {D0:.4f}")
print(f"mean defects per chip D: {D:.4f}")
print(f"relative variance of chip rate: {relative_variance:.4f}")
print(f"matched gamma shape a: {a:.4f}")
print(f"ratio D/a: {D/a:.4f}")
print("YIELDS")
print(f"gamma yield: {100*y_gamma:.2f} %")
print(f"direct dose-average yield (lognormal rate): {100*y_dose:.2f} %")
print(f"Poisson yield at equal mean D: {100*y_poisson:.2f} %")
print(f"yield without dose spread: {100*y_no_spread:.2f} %")
print(f"gamma/Poisson yield ratio: {y_gamma/y_poisson:.4f}")
print(f"upper bound on this ratio: {np.exp(D**2/(2*a)):.4f}")
print(f"defect mean inferred by Poisson reading: {D_apparent:.4f}")
print(f"count variance, gamma mixture: {D + D**2/a:.4f}")
print(f"defects per failed chip, gamma: {D/(1-y_gamma):.4f}")
print(f"defects per failed chip, Poisson: {D/(1-y_poisson):.4f}")
print("NEGLECTED EFFECTS")
print(f"gamma minus lognormal yield: {100*(y_gamma-y_dose):.2f} points")
print(f"curved log rate, mean defects: {D_curved:.4f}")
print(f"curved log rate, yield: {100*y_curved:.2f} %")
print(f"two-sided window, relative rate variance: {variance_two:.4f}")
print(f"two-sided window, yield: {100*y_two:.2f} %")
print(f"{regions} independent regions, yield: {100*y_regions:.2f} %")
print(f"one defect repairable, gamma yield: {100*repair_gamma:.2f} %")
print(f"one defect repairable, Poisson yield: {100*repair_poisson:.2f} %")
print(f"finite-hole relative yield correction: {finite_holes:.1e}")
print("YIELD AT D = 1")
for shape in [0.5, 1.0, 2.0, 5.0]:
    print(f"shape a = {shape:.1f}: {100*yield_by_quadrature(1.0, shape):.2f} %")
print(f"Poisson limit: {100*np.exp(-1):.2f} %")
print("all assertions hold")
```

Printed output:

```
INPUTS (rough, round values)
holes per chip: 1.0e+10
hole pitch: 40 nm; diameter: 20 nm
array area: 16.0 mm2
wavelength: 13.5 nm; dose: 40 mJ/cm2
absorbed fraction: 0.20
nominal failure probability per hole: 5.0e-11
dose loss for tenfold failure rate: 5.0 %
chip-to-chip dose standard deviation: 1.5 %
PHOTON NOISE
photon energy: 91.84 eV
absorbed photons per hole: 1708
relative shot noise, one hole: 2.42 %
relative shot noise, chip average: 2.42e-05 %
RATE SPREAD
log-rate slope per unit relative dose: 46.05
standard deviation of log rate sigma: 0.6908
nominal defects per chip D0: 0.5000
mean defects per chip D: 0.6347
relative variance of chip rate: 0.6115
matched gamma shape a: 1.6353
ratio D/a: 0.3881
YIELDS
gamma yield: 58.49 %
direct dose-average yield (lognormal rate): 57.89 %
Poisson yield at equal mean D: 53.01 %
yield without dose spread: 60.65 %
gamma/Poisson yield ratio: 1.1034
upper bound on this ratio: 1.1311
defect mean inferred by Poisson reading: 0.5363
count variance, gamma mixture: 0.8811
defects per failed chip, gamma: 1.5291
defects per failed chip, Poisson: 1.3507
NEGLECTED EFFECTS
gamma minus lognormal yield: 0.60 points
curved log rate, mean defects: 0.6298
curved log rate, yield: 58.01 %
two-sided window, relative rate variance: 0.1160
two-sided window, yield: 53.99 %
4 independent regions, yield: 54.56 %
one defect repairable, gamma yield: 85.23 %
one defect repairable, Poisson yield: 86.65 %
finite-hole relative yield correction: 1.3e-11
YIELD AT D = 1
shape a = 0.5: 57.74 %
shape a = 1.0: 50.00 %
shape a = 2.0: 44.44 %
shape a = 5.0: 40.19 %
Poisson limit: 36.79 %
all assertions hold
```
